# Welton's jitter estimate of the Lamb shift and its two cutoffs: verification in Python

```python
# Welton estimate of the Lamb shift: one electron, fixed point nucleus of charge Z e.
# Under test:  <dr^2> = (2 alpha/pi)(hbar/mc)^2 L,   L = ln(w_max/w_min),
#   dE(ns) = (1/6)<dr^2><lap V> = (4 alpha/3 pi)(Z alpha)^4 m c^2 L / n^3,
#   L = ln[1/(Z alpha)^2] + O(1): lower cutoff = excitation energy k0 Z^2 Ry, not hbar c/a.
# D_n = E_n - E_0, weights w_n = |p_n0|^2 D_n / sum, S(k) = sum w_n k/(k + D_n),
# ln k0 = sum w_n ln(D_n / Z^2 Ry) (Bethe logarithm). Atomic sums use Hartree units (Eh, a0).
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.interpolate import BSpline
from scipy.linalg import eigh
from scipy.special import erfc

al, hbar, c, m, e, eps0, h = sc.alpha, sc.hbar, sc.c, sc.m_e, sc.e, sc.epsilon_0, sc.h
lam = hbar/(m*c); a0 = lam/al; Eh = al**2*m*c**2
jitter = lambda L: 2*al/np.pi*lam**2*L
shift = lambda Z, n, L: 4*al/(3*np.pi)*(Z*al)**4*m*c**2*L/n**3
close = lambda x, y, tol: abs(x - y) <= tol*abs(y)

# --- explicit sum over periodic box modes in a frequency shell (tolerance: lattice graininess)
box, nlo, nhi = 1e-9, 12.5, 100.5
g = np.arange(-101, 102); yz = g[:, None]**2 + g[None, :]**2; tot = 0.0
for nx in g:
    nn = np.sqrt(nx*nx + yz); w = 2*np.pi*c*nn[(nn > nlo) & (nn < nhi)]/box
    tot += np.sum(2*e**2/(m**2*w**4)*hbar*w/(2*eps0*box**3))
ratio_box = tot/jitter(np.log(nhi/nlo)); assert abs(ratio_box - 1) < 0.01

# --- V = x^2/2 + 0.1 x^4 coupled by -g p (b + b+) to one mode; free term -g^2<p^2>/w removed
N = 50; A = np.diag(np.sqrt(np.arange(1, N)), 1)
x = (A + A.T)/np.sqrt(2); p = 1j*(A.T - A)/np.sqrt(2)
H0 = (p @ p).real/2 + x @ x/2 + 0.1*x @ x @ x @ x
ev, vec = eigh(H0); v0 = vec[:, 0]
p2 = v0 @ (p @ p).real @ v0; Vpp = 1 + 1.2*(v0 @ x @ x @ v0)
def one_mode(w, gc=0.02, M=4):
    b = np.diag(np.sqrt(np.arange(1, M)), 1)
    H = np.kron(H0, np.eye(M)) + w*np.kron(np.eye(N), b.T @ b) - gc*np.kron(p, b + b.T)
    return (np.linalg.eigvalsh(H)[0] - ev[0] + gc**2*p2/w)/(0.5*gc**2/w**2*Vpp)
fast, slow = one_mode(200.0), one_mode(0.05)
assert abs(fast - 1) < 0.02 and 0 < slow < 0.1

# --- smeared Coulomb potential, Z = 1, lengths in a0
L1, L2 = np.log(1/al), np.log(1/al**2)
s = np.sqrt(jitter(L2))/a0; sig = s/np.sqrt(3)
R2s = lambda r: (1 - r/2)*np.exp(-r/2)/np.sqrt(2)
R2p = lambda r: r*np.exp(-r/2)/np.sqrt(24)
for R in (R2s, R2p):
    assert close(quad(lambda r: (r*R(r))**2, 0, 80)[0], 1, 1e-8)
for rr in (0.4, 2.5):   # angular mean of 1/|r+s| with |s| = 1
    assert close(quad(lambda u: 0.5/np.sqrt(rr*rr + 1 + 2*rr*u), -1, 1)[0], 1/max(rr, 1), 1e-8)
    gauss = quad(lambda t: np.sqrt(2/np.pi)*t*t*np.exp(-t*t/2)/max(rr, t), 0, 14, points=[rr])[0]
    assert close(gauss, (1 - erfc(rr/np.sqrt(2)))/rr, 1e-8)
def smear_gauss(R):
    f = lambda t: erfc(t/np.sqrt(2))*t*R(sig*t)**2
    return Eh*sig**2*quad(f, 0, 14, epsabs=0, epsrel=1e-10)[0]
E_g2s, E_g2p = smear_gauss(R2s), smear_gauss(R2p)
E_sh2s = Eh*s**2*quad(lambda t: (t - t*t)*R2s(s*t)**2, 0, 1)[0]
assert close(E_g2s, shift(1, 2, L2), 0.01) and close(E_sh2s, shift(1, 2, L2), 0.01)
assert E_g2p < 1e-5*E_g2s
psi2 = R2s(0.0)**2/(4*np.pi*a0**3)
assert close(jitter(L2)/6*e**2/eps0*psi2, shift(1, 2, L2), 1e-7)

# --- shape of the upper cutoff; y = hbar w/mc^2, lower switch y/(y + alpha^2)
def log_with(top):
    return quad(lambda t: np.exp(t)/(np.exp(t) + al**2)*top(np.exp(t)), -45, 35, limit=400)[0]
C_exp = log_with(lambda y: np.exp(-min(y, 700.0))) - L2
C_rec = log_with(lambda y: 1/(1 + y/2)) - L2
assert abs(C_exp + np.euler_gamma) < 2e-3 and abs(C_rec - np.log(2)) < 2e-3

# --- p-wave pseudo-states in one fixed B-spline basis
deg = 6; grid = 2e-4/0.11*np.expm1(0.11*np.arange(97))
kn = np.r_[[0.0]*deg, grid, [grid[-1]]*deg]
gx, gw = np.polynomial.legendre.leggauss(12); hh = np.diff(grid)[:, None]/2
r = (grid[:-1, None] + hh*(gx + 1)).ravel(); wq = (hh*gw).ravel()
spl = BSpline(kn, np.eye(len(kn) - deg - 1), deg)
B, dB = spl(r)[:, 1:-1], spl(r, nu=1)[:, 1:-1]
nrm = np.sqrt(wq @ B**2); B, dB = B/nrm, dB/nrm
def spectrum(Z, n):
    H = 0.5*dB.T @ (wq[:, None]*dB) + B.T @ ((wq*(1/r**2 - Z/r))[:, None]*B)
    E, U = eigh(H, B.T @ (wq[:, None]*B))
    assert abs(E[0] + Z*Z/8) < 1e-4
    dR = (-2*Z**2.5*np.exp(-Z*r) if n == 1 else
          Z**1.5/np.sqrt(2)*(-Z + Z*Z*r/4)*np.exp(-Z*r/2))
    D = E + Z*Z/(2*n*n); strength = (U.T @ (B.T @ (wq*r*dR)))**2*D
    assert close(strength.sum(), 2*Z**4/n**3, 1e-3)   # sum rule (1/2)<lap V>
    return np.abs(D) + 1e-300, strength/strength.sum(), strength.sum()
def closed_form_mean(n0, F):   # Z = 1, analytic radial dipole strengths, bound + continuum
    n = np.arange(n0 + 1, 20001, dtype=float); D = 0.5/n0**2 - 0.5/n**2
    pre = 2**8/(n*n - 1)**5 if n0 == 1 else 2**17*(n*n - 1)/(n*n - 4)**6
    bound = np.sum(pre*n**7*np.exp(2*n*np.log1p(-2*n0/(n + n0)))*D**3*F(D))
    def f(t):
        k = np.exp(t); d = k*k/2 + 0.5/n0**2
        q = 2**8/(1 + k*k)**5 if n0 == 1 else 2**17*(1 + k*k)/(1 + 4*k*k)**6
        return q*d**3*np.exp(-4*np.arctan(n0*k)/k)/(-np.expm1(-2*np.pi/k))*k*k*F(d)
    cont = sum(quad(f, u, u + 5, epsabs=1e-13)[0] for u in range(-20, 30, 5))
    return (bound + cont)/(2/n0**3)
lnk, lnk_sp = {}, {}
for n in (1, 2):
    assert abs(closed_form_mean(n, lambda d: 1 + 0*d) - 1) < 1e-6
    lnk[n] = closed_form_mean(n, lambda d: np.log(2*d))
    D, w, _ = spectrum(1, n); lnk_sp[n] = w @ np.log(2*D)
    assert abs(lnk_sp[n] - lnk[n]) < 5e-3   # finite innermost knot spacing
assert abs(lnk[1] - lnk[2]) > 0.1           # the constant depends on the state
D, w, Dsum = spectrum(1, 2); D3, w3, _ = spectrum(3, 2)
zpow = (w3 @ np.log(D3) - w @ np.log(D))/np.log(3); assert abs(zpow - 2) < 0.01
Lfin = lambda K: w @ np.log1p(K/D)
assert abs(Lfin(1/al**2) - closed_form_mean(2, lambda d: np.log1p(1/(al**2*d)))) < 5e-3
slope = (Lfin(100/al**2) - Lfin(1/al**2))/np.log(10); assert abs(slope - 2) < 0.03
S1, S2 = w @ (1/(1 + D)), w @ (1/(1 + al*D))
assert abs(S1 - closed_form_mean(2, lambda d: 1/(1 + d))) < 1e-3 and S1 < 0.4 and S2 > 0.6
lost = Lfin(1/al); assert lost > 2
LB = np.log(2/al**2) - lnk[2]; assert 0 < Lfin(1/al**2) - LB < 0.1

P = lambda name, val, unit="": print(f"{name} = {val:.5g} {unit}")
P("alpha", al); P("1/alpha", 1/al); P("hbar/mc", lam, "m"); P("a0", a0, "m")
P("mc^2", m*c*c, "J"); P("Eh = alpha^2 mc^2", Eh, "J"); P("Ry = Eh/2", Eh/2, "J")
P("w_max = mc^2/hbar", c/lam, "1/s"); P("c/a0", c/a0, "1/s"); P("Eh/hbar", Eh/hbar, "1/s")
P("box mode sum / jitter formula", ratio_box)
P("one-mode model: first gap (model units)", ev[1] - ev[0])
P("one-mode exact/Welton at w=200", fast); P("one-mode exact/Welton at w=0.05", slow)
P("(2 alpha/pi)(hbar/mc)^2", jitter(1), "m^2")
P("H: ln(1/alpha)", L1); P("H: ln(1/alpha^2)", L2)
P("H: <dr^2> at L=ln(1/alpha^2)", jitter(L2), "m^2"); P("H: rms jitter", s*a0, "m")
P("H: rms/(hbar/mc)", s/al); P("H: rms/a0", s); P("H: |psi_2s(0)|^2", psi2, "1/m^3")
P("H 2s Gaussian smear / formula", E_g2s/shift(1, 2, L2))
P("H 2s shell smear / formula", E_sh2s/shift(1, 2, L2)); P("H 2p Gaussian smear / h", E_g2p/h, "Hz")
P("C, exponential upper cutoff", C_exp); P("C, recoil-type upper cutoff", C_rec)
P("2s sum rule, splines (Eh^2 m, exact 1/4)", Dsum)
P("ln k0 1s splines", lnk_sp[1]); P("ln k0 1s closed form", lnk[1])
P("ln k0 2s splines", lnk_sp[2]); P("ln k0 2s closed form", lnk[2])
P("k0 1s", np.exp(lnk[1])); P("k0 2s", np.exp(lnk[2]))
P("H 2s: w_min = k0 Ry/hbar", np.exp(lnk[2])*Eh/2/hbar, "1/s")
P("power of Z in w_min (Z=1 to 3)", zpow); P("slope dL/dln(1/alpha)", slope)
P("2s S(k=Eh)", S1); P("2s S(k=hbar c/a0)", S2); P("2s part of L from below c/a0", lost)
P("H 2s: L Bethe", LB); P("H 2s: C = L Bethe - ln(1/alpha^2)", LB - L2)
P("H 2s: L with ln(1+K/D), K=mc^2", Lfin(1/al**2))
for name, L in (("per unit L", 1), ("per ln 2", np.log(2)), ("L=ln(1/alpha)", L1),
                ("L=ln(1/alpha^2)", L2), ("L Bethe", LB)):
    print(f"H 2s shift {name} = {shift(1, 2, L):.4e} J = h x {shift(1, 2, L)/h/1e6:.1f} MHz")
Z = 31; LG = np.log(1/(Z*al)**2); LGB = LG + np.log(2) - lnk[2]
assert LG < 1.2*lnk[2]
P("Ga30+: Z alpha", Z*al); P("Ga30+: ln(1/(Z alpha)^2)", LG); P("Ga30+ 2s: L Bethe", LGB)
P("Ga30+ 2s: L with ln(1+K/D), K=mc^2", Lfin(1/(Z*al)**2))
for name, L in (("per unit L", 1), ("leading log", LG), ("L Bethe", LGB)):
    print(f"Ga30+ 2s shift {name} = {shift(Z, 2, L):.4e} J = {shift(Z, 2, L)/e:.3f} eV")
print("finished without a failed check")
```

Printed output:

```
alpha = 0.0072974 
1/alpha = 137.04 
hbar/mc = 3.8616e-13 m
a0 = 5.2918e-11 m
mc^2 = 8.1871e-14 J
Eh = alpha^2 mc^2 = 4.3597e-18 J
Ry = Eh/2 = 2.1799e-18 J
w_max = mc^2/hbar = 7.7634e+20 1/s
c/a0 = 5.6653e+18 1/s
Eh/hbar = 4.1341e+16 1/s
box mode sum / jitter formula = 0.99931 
one-mode model: first gap (model units) = 1.2104 
one-mode exact/Welton at w=200 = 0.99353 
one-mode exact/Welton at w=0.05 = 0.039057 
(2 alpha/pi)(hbar/mc)^2 = 6.9275e-28 m^2
H: ln(1/alpha) = 4.9202 
H: ln(1/alpha^2) = 9.8405 
H: <dr^2> at L=ln(1/alpha^2) = 6.817e-27 m^2
H: rms jitter = 8.2565e-14 m
H: rms/(hbar/mc) = 0.21381 
H: rms/a0 = 0.0015603 
H: |psi_2s(0)|^2 = 2.6851e+29 1/m^3
H 2s Gaussian smear / formula = 0.99809 
H 2s shell smear / formula = 0.99844 
H 2p Gaussian smear / h = 135.19 Hz
C, exponential upper cutoff = -0.57667 
C, recoil-type upper cutoff = 0.69343 
2s sum rule, splines (Eh^2 m, exact 1/4) = 0.25 
ln k0 1s splines = 2.9841 
ln k0 1s closed form = 2.9841 
ln k0 2s splines = 2.8117 
ln k0 2s closed form = 2.8118 
k0 1s = 19.769 
k0 2s = 16.639 
H 2s: w_min = k0 Ry/hbar = 3.4395e+17 1/s
power of Z in w_min (Z=1 to 3) = 1.9999 
slope dL/dln(1/alpha) = 1.9843 
2s S(k=Eh) = 0.26257 
2s S(k=hbar c/a0) = 0.82087 
2s part of L from below c/a0 = 3.2092 
H 2s: L Bethe = 7.7219 
H 2s: C = L Bethe - ln(1/alpha^2) = -2.1186 
H 2s: L with ln(1+K/D), K=mc^2 = 7.7621 
H 2s shift per unit L = 8.9879e-26 J = h x 135.6 MHz
H 2s shift per ln 2 = 6.2299e-26 J = h x 94.0 MHz
H 2s shift L=ln(1/alpha) = 4.4222e-25 J = h x 667.4 MHz
H 2s shift L=ln(1/alpha^2) = 8.8445e-25 J = h x 1334.8 MHz
H 2s shift L Bethe = 6.9403e-25 J = h x 1047.4 MHz
Ga30+: Z alpha = 0.22622 
Ga30+: ln(1/(Z alpha)^2) = 2.9725 
Ga30+ 2s: L Bethe = 0.85389 
Ga30+ 2s: L with ln(1+K/D), K=mc^2 = 1.7733 
Ga30+ 2s shift per unit L = 8.3005e-20 J = 0.518 eV
Ga30+ 2s shift leading log = 2.4673e-19 J = 1.540 eV
Ga30+ 2s shift L Bethe = 7.0877e-20 J = 0.442 eV
finished without a failed check
```
